# Square-root-of-time deepening of a salt-covered pencil-electrode pit

## Definitions and conventions

A pencil electrode is a metal wire set in insulating resin so that its end face alone touches the solution. As the end face dissolves it recedes into the resin and leaves a straight tube, a pit that deepens in one dimension.

- $x$ is the distance from the mouth ($x=0$) towards the base ($x=\delta$), and $\delta(t)$ is the depth. A prime on $\delta$ means $d\delta/dt$.
- $C(x,t)$ is the concentration of dissolved metal ions and $D$ their diffusivity, taken as constant.
- $J$ is the metal flux per unit area, counted positive **towards the mouth**. The concentration rises with $x$, so Fick's law reads $J=+D\,\partial C/\partial x$.
- $c_m=\rho/M$ is the amount of metal per volume of solid, with density $\rho$ and molar mass $M$.
- $n$ is the number of electrons released per atom, $F$ the Faraday constant and $i$ the current density of dissolution, taken positive.

The base is covered by a thin film of solid metal salt in equilibrium with the solution, which fixes $C(\delta)=C_s$, the saturation concentration. The solution outside is taken to carry the metal away freely, so $C(0)=0$. Time $t$ starts when the film first covers the base, at depth $\delta_0$. Migration of ions in the electric field is left out at first; its effect is calculated below and is not small.

## The flux through the pit

Quasi-steady diffusion means that at each moment the profile is the steady one for the present depth. Then $J$ is the same at every $x$, so $\partial^2C/\partial x^2=0$ and $C$ is linear in $x$. The two boundary values give

$$C=C_s\frac{x}{\delta},\qquad J=D\frac{\partial C}{\partial x}=\frac{DC_s}{\delta}. \tag{1}$$

A deeper pit has a longer diffusion path and a smaller flux. The potential does not appear: while the film persists, transport sets the rate.

## Metal balance and the depth law

In time $dt$ the base recedes by $d\delta$ and releases $c_m\,d\delta$ moles of metal per unit area. In the quasi-steady approximation all of it leaves through the mouth, so

$$c_m\frac{d\delta}{dt}=\frac{DC_s}{\delta}.$$

Define the ratio $\varepsilon=C_s/c_m$. Multiplying by $\delta/c_m$ separates the variables:

$$\delta\,d\delta=\varepsilon D\,dt .$$

Integrating from $\delta_0$ at time zero to $\delta$ at time $t$ gives $\tfrac12(\delta^2-\delta_0^2)=\varepsilon Dt$, or

$$\boxed{\;\delta^2=\delta_0^2+2\,\frac{C_s}{c_m}\,D\,t\;} \tag{2}$$

Each dissolved atom releases $n$ electrons, so $i=nFJ$:

$$i=\frac{nFDC_s}{\delta}=\frac{nFDC_s}{\sqrt{\delta_0^2+2\varepsilon Dt}} . \tag{3}$$

Hence $1/i^2$ is linear in time, a form that can be compared directly with a recorded current. The charge per unit area follows from $i\,dt=nFc_m\,d\delta$:

$$Q=nFc_m(\delta-\delta_0). \tag{4}$$

## Early and late times

It is $\delta^2$ that grows linearly. The local power of time in $\delta$ is

$$\frac{d\ln\delta}{d\ln t}=\frac{t}{\delta}\,\frac{\varepsilon D}{\delta}=\frac{\varepsilon Dt}{\delta^2}=\frac12\left(1-\frac{\delta_0^2}{\delta^2}\right),$$

where the last step uses $2\varepsilon Dt=\delta^2-\delta_0^2$. For $2\varepsilon Dt\ll\delta_0^2$, expanding the root in (2) gives linear growth, $\delta\simeq\delta_0+\varepsilon Dt/\delta_0$. For $2\varepsilon Dt\gg\delta_0^2$ it gives $\delta\simeq\sqrt{2\varepsilon Dt}$, the pure square-root law.

Setting $\delta_0=0$ is acceptable as a late-time approximation but not as a description of the start, because (3) would then demand an infinite current. A real surface delivers a finite current density $i_a$ before the film exists. With quasi-steady diffusion the base concentration is then $i_a\delta/(nFD)$, which reaches $C_s$ at

$$\delta_0=\frac{nFDC_s}{i_a}.$$

This estimate assumes that the salt precipitates at saturation; any supersaturation needed to start the film makes $\delta_0$ larger. It also leaves out two effects treated below that matter at small depth: the diffusion path $L$ outside the mouth lowers $\delta_0$ by $L$, and migration multiplies it by $\mu$ if $D$ is the bare ionic diffusivity. At later times the potential must still be able to drive more than the current (3) through a film-free base. Otherwise the film dissolves, $C(\delta)$ falls below $C_s$, and (2) ceases to apply.

## Why quasi-steady diffusion is a good approximation

Diffusion smooths the profile in a time of order $\delta^2/D$. The depth changes appreciably in the time $\delta/\delta'=\delta^2/(\varepsilon D)$. The ratio of the first to the second is $\varepsilon$ at every depth. A solution holds far less metal per volume than the solid, so $\varepsilon$ is small.

To find the error itself, restore two omitted effects: ions accumulate in the pit, and solution may flow in to fill the new space. Let $v$ be the solution velocity towards the base, uniform along the tube for an incompressible liquid. The flux in the $+x$ direction is $-D\,\partial C/\partial x+vC$, and conservation of metal gives

$$\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial x^2}-v\frac{\partial C}{\partial x}.$$

At the receding base, the metal released must supply the flux towards the mouth and also fill the newly opened layer to concentration $C_s$:

$$c_m\delta'=D\left.\frac{\partial C}{\partial x}\right|_{\delta}-vC_s+C_s\delta' . \tag{5}$$

**Solution fills all the new space.** Here $v=\delta'$, and the last two terms of (5) cancel. Seek a profile of fixed shape, $C=C_su(y)$ with $y=x/\delta$. Then

$$\frac{\partial C}{\partial t}=-C_s\frac{y\delta'}{\delta}\frac{du}{dy},\qquad \frac{\partial C}{\partial x}=\frac{C_s}{\delta}\frac{du}{dy}.$$

Inserting these, multiplying by $\delta^2/(DC_s)$ and writing $p=\delta\delta'/D$ gives

$$\frac{d^2u}{dy^2}=p(1-y)\frac{du}{dy}.$$

A fixed shape requires constant $p$. Then $\delta\delta'=pD$ integrates to $\delta^2=\delta_0^2+2pDt$: the form of the law survives, with $p$ in place of $\varepsilon$. One integration gives

$$\frac{du}{dy}=B\,e^{-p(1-y)^2/2},$$

where $B$ is the slope at the base. Since $u$ rises from 0 to 1, with $s=1-y$ we have $B\int_0^1e^{-ps^2/2}ds=1$. Condition (5) becomes $p=\varepsilon B$, so

$$p\int_0^1e^{-ps^2/2}\,ds=\varepsilon .$$

For small $p$ the integral is $1-p/6$ to first order, hence $p\simeq\varepsilon(1+\varepsilon/6)$.

**Liquid at rest.** If the dissolved metal occupies the space it left, $v=0$. The same substitution gives $d^2u/dy^2=-py\,du/dy$, so $du/dy=B\,e^{p(1-y^2)/2}$. The condition on $u$ is

$$1=B\int_0^1e^{p(1-y^2)/2}dy\simeq B\left(1+\frac p3\right).$$

Condition (5) now reads $p(1-\varepsilon)=\varepsilon B\simeq\varepsilon(1-p/3)$. To first order in the correction, $p\simeq\varepsilon(1+\varepsilon-\varepsilon/3)=\varepsilon(1+2\varepsilon/3)$.

Depth varies as $\sqrt p$ at late times, so its relative error is half that of $p$: about $\varepsilon/12$ in the first case and $\varepsilon/3$ in the second.

## What neglecting migration costs

Let the outer solution contain NaCl at concentration $c_b$ and let the metal dissolve as Fe$^{2+}$. Let $\phi$ be the electric potential in units of $RT/F$, zero at the mouth. In dilute-solution theory the Fe$^{2+}$ flux towards the mouth is

$$J=D\left(\frac{dC}{dx}+2C\frac{d\phi}{dx}\right). \tag{6}$$

Sodium and chloride are not consumed at the base. Their fluxes merely adjust the contents of a slowly lengthening pit and are of order $\varepsilon J$, so they are set to zero. Zero flux means $dc_+/dx=-c_+\,d\phi/dx$ for sodium and $dc_-/dx=+c_-\,d\phi/dx$ for chloride, with solutions

$$c_+=c_be^{-\phi},\qquad c_-=c_be^{\phi}.$$

Electroneutrality, $2C+c_+=c_-$, then gives $C=c_b\sinh\phi$. Because $\sinh\phi\,d\phi=d(\cosh\phi)$, equation (6) becomes

$$J=D\frac{d}{dx}\left(C+2c_b\cosh\phi\right).$$

$J$ is uniform, so integrate from mouth to base. At the base $c_b\cosh\phi=\sqrt{c_b^2+C_s^2}$, and at the mouth it equals $c_b$. With $r=c_b/C_s$,

$$J=\mu\frac{DC_s}{\delta},\qquad \mu=1+2\left(\sqrt{1+r^2}-r\right). \tag{7}$$

The potential is higher at the base and pushes the metal ions outwards, so migration adds to diffusion. Without added salt $\mu\to3$. With a large excess $\sqrt{1+r^2}-r\simeq1/(2r)$ and $\mu\simeq1+1/r$. Bringing the flux error down to 5 % would need $r\approx20$, or about 80 mol/L of NaCl for $C_s=4$ mol/L, which no real brine can provide.

The factor $\mu$ does not contain $\delta$. Within this model migration therefore leaves the square-root law intact and replaces $D$ by $\mu D$ in (2) and (3). If $D$ has been obtained by fitting (3) to pit currents, it is an effective value that already contains $\mu$, and $\mu$ must not be applied again. Such a value belongs to the bulk salt concentration at which it was fitted.

## Concentration-dependent diffusivity and a changed path

If $D$ depends on concentration, $J=D(C)\,dC/dx$ is still uniform in the steady profile. Integration gives $J\delta=\int_0^{C_s}D(C)\,dC$. The mean of $D(C)$ over the range 0 to $C_s$ replaces $D$, and the time law is again unchanged.

The mouth is not truly at zero concentration, because the metal must also diffuse away outside. Model the mouth as a disc of radius $a$ in an insulating plane facing still liquid, at uniform concentration $C_0$. A point source on the plane feeds a half-space, so flux density $j$ leaving the disc produces the concentration $\int j\,dA/(2\pi DR)$ at distance $R$. The distribution

$$j(s)=\frac{2DC_0}{\pi\sqrt{a^2-s^2}},$$

with $s$ the distance from the disc centre, gives a uniform $C_0$. To see this, use polar coordinates about any point $P$ of the disc, where $dA/R=dR\,d\theta$. Along a chord through $P$ with half-length $h$, let $w$ be the distance from the chord's midpoint. Then $a^2-s^2=h^2-w^2$, and $\int_{-h}^{h}dw/\sqrt{h^2-w^2}=\pi$ for every chord. Chord directions cover an angle $\pi$, so the concentration at $P$ is $(1/2\pi D)(2DC_0/\pi)\pi^2=C_0$.

The total outflow is $\int_0^a j\,2\pi s\,ds=4DaC_0$. Equating it to $\pi a^2J$ gives $C_0=LJ/D$ with $L=\pi a/4$. Inside the pit $J=D(C_s-C_0)/\delta$, so $J=DC_s/(\delta+L)$. The outside acts as an extra path length $L$, and the metal balance integrates to

$$(\delta+L)^2=(\delta_0+L)^2+2\varepsilon Dt. \tag{8}$$

This is an estimate, since the concentration across a real mouth is not quite uniform; the full steady problem of a long tube opening into a half-space gives $L\approx0.82a$ in place of $0.785a$. Stirring outside reduces $L$. A film of constant thickness $h_f$ shortens the path instead; if the metal stored in it is neglected, (8) holds with $L=-h_f$. In both cases the late-time depth shifts by a constant length, so the relative effect fades.

## Worked example: an iron wire in salt water

Take an iron wire 50 µm in diameter in 1 mol/L NaCl, with the rough values $D=8.0\times10^{-6}$ cm²/s and $C_s=4.00$ mol/L. The film forms at $\delta_0=50$ µm, and $n=2$. The solid contains

$$c_m=\frac{7.87\ \text{g/cm}^3}{55.85\ \text{g/mol}}=0.1409\ \text{mol/cm}^3=140.9\ \text{mol/L},$$

so $\varepsilon=4.00/140.9=0.0284$ and $2\varepsilon D=4.54\times10^{-7}$ cm²/s. After 3600 s,

$$\delta=\sqrt{(5.0\times10^{-3})^2+4.54\times10^{-7}\times3600}\ \text{cm}=0.0407\ \text{cm}=407\ \text{µm}.$$

The starting current density is

$$i=\frac{2\times96485\times8.0\times10^{-6}\times4.00\times10^{-3}}{5.0\times10^{-3}}=1.24\ \text{A/cm}^2 .$$

Within the model of (1), the film-free surface must be able to deliver at least this much. The figure is sensitive to the omitted effects: the outside path in (8) lowers it to 0.89 A/cm², and migration raises it to 3.2 A/cm² if $D$ is the bare ionic diffusivity.

| Time | Depth (µm) | Current density (A/cm²) |
|---|---|---|
| 1 min | 72 | 0.85 |
| 10 min | 172 | 0.36 |
| 1 h | 407 | 0.15 |

From 10 min to 1 h a pure square-root law would multiply the depth by $\sqrt6=2.45$; equation (2) with unrounded depths gives 2.36, because $\delta_0$ still counts. The local power of time is 0.26 at 1 min and 0.49 at 1 h. Dropping $\delta_0$ altogether gives 404 µm at 1 h. The charge passed in that hour, from (4), is $2\times96485\times0.1409\times(0.0407-0.0050)\approx970$ C/cm².

At 1 h the diffusion time is about 210 s and the growth time about 7300 s. A numerical solution of the moving-boundary problem, started from a linear profile, gives a depth 0.23 % greater than (2) with inflow and 0.95 % greater with the liquid at rest. These agree with the estimates $\varepsilon/12$ and $\varepsilon/3$. With inflow, starting from $C=C_s(x/\delta_0)^3$ instead changes the depth at 1 h by less than 0.01 %, so the initial profile is forgotten. The approximation does depend on small $\varepsilon$: for $\varepsilon=0.5$, with inflow and after a time $200\,\delta_0^2/D$, the full solution is 4.5 % deeper than the law. The numerical output lists these results.

## The model beside a real pit

The parameters are of the size expected for iron in chloride solution, where the film is a hydrated ferrous chloride, but $D$ and $C_s$ are good to little more than one figure. The corrections below are each applied alone, with all else held fixed, and compared with 407 µm at 1 h.

- **Migration.** Here $r=0.25$ and $\mu=2.56$. If $D$ is the bare ionic diffusivity, the depth becomes 649 µm, or 59 % more. Even in 5 mol/L NaCl $\mu$ is 1.70. For ideal ions the potential drop along the pit solution is 54 mV at 298 K. In so concentrated a solution this is only a rough value: if the activity coefficient of chloride were twice as large at the base as at the mouth, the drop would be 18 mV larger.
- **Concentrated solution.** If $D(C)=D/(1+C/C_s)$, which halves the diffusivity at saturation, its mean is $D\ln2=0.693D$ and the depth is 340 µm, or 16 to 17 % less.
- **Outside the mouth.** With $a=25$ µm, $L=19.6$ µm and the depth is 391 µm, or 4 % less.
- **Film thickness.** An assumed 5 µm film gives 412 µm, or 1 % more.

Of these four corrections, migration moves the number most. The 407 µm is a prediction for a real wire only if $8.0\times10^{-6}$ cm²/s is read as an effective diffusivity. The migration figure is itself a measure of size: dilute-solution theory is being used in a saturated solution, and $C_s$ is held fixed although added chloride can lower the solubility of the salt.

The geometry also imposes a condition. The solution near the base is the denser one, so it rests stably when the mouth points upwards. With the mouth pointing down it can sink out of a wide pit, and transport by convection then invalidates the linear profile in (1), and with it the square-root law. In a narrow pit viscosity and sideways diffusion prevent this. For a long tube of radius $a$, convection starts only when $g\,\Delta\rho\,a^4/(\eta D\delta)$ exceeds about 68, where $g$ is the acceleration of gravity, $\Delta\rho$ the density difference between base and mouth and $\eta$ the viscosity. With the rough values $\Delta\rho=0.4$ g/cm³ and $\eta=1$ mPa s, the 50 µm wire at a depth of 407 µm gives only about 5. At the same depth a wire about 100 µm in diameter would reach the threshold. The number varies as $1/\delta$, so the margin is smallest early on: for the 50 µm wire it is about 38 at a depth of 50 µm, where the pit is only two radii deep and the long-tube threshold is no more than a guide.

## Computed results

```
Diffusivity D: 8.0e-06 cm2/s
Saturation concentration Cs: 4.00 mol/L
Iron density: 7.87 g/cm3
Iron molar mass: 55.85 g/mol
Metal concentration in solid cm: 140.9 mol/L
Ratio eps = Cs/cm: 0.02839
Electrons per atom n: 2
Faraday constant: 96485.3 C/mol
Starting depth: 50.0 um
Wire diameter: 50.0 um
Growth constant 2*D*eps: 4.5418e-07 cm2/s
Current density at start: 1.235 A/cm2
t = 60 s: depth by law 72.28 um, full problem 72.37 um
t = 60 s: current density 0.8543 A/cm2
t = 600 s: depth by law 172.48 um, full problem 172.86 um
t = 600 s: current density 0.3580 A/cm2
t = 3600 s: depth by law 407.44 um, full problem 408.39 um
t = 3600 s: current density 0.1516 A/cm2
Depth after 1 h: 0.4074 mm
Depth after 1 h if depth0 were zero: 404.36 um
Charge passed in 1 h: 971.9 C/cm2
Diffusion time depth^2/D at 1 h: 207.5 s
Growth time depth/(d depth/dt) at 1 h: 7310 s
Similarity p/eps with inflow: 1.00476
Similarity p/eps, liquid at rest: 1.01933
Depth change, accumulation and inflow: +0.234 %
Depth change, accumulation, no inflow: +0.947 %
Depth change from cubic starting profile: +0.0058 %
Error of law for eps = 0.5 (full/law - 1): 4.46 %
Bulk NaCl: 1.00 mol/L
Migration flux factor in this NaCl: 2.562
Migration flux factor in 5 mol/L NaCl: 1.702
Temperature for potential drop: 298.15 K
Potential drop along pit solution: 53.8 mV
Depth at 1 h with migration: 649.1 um (+59.3 %)
Mean D over D, if D halves at saturation: 0.6931
Depth at 1 h with that mean D: 340.3 um (-16.5 %)
Extra path outside mouth: 19.63 um
Depth at 1 h with extra path: 390.7 um (-4.11 %)
Salt film thickness assumed: 5.0 um
Depth at 1 h with film thickness: 411.9 um (+1.08 %)
```
